\section*{Detrending, Noise and Trace Length in Sidewall Roughness Spectra}

\section{What the detrending setting costs}

A microscope image of a waveguide edge is offset and slightly tilted, so roughness-analysis software offers to subtract a mean, a line or a higher polynomial from each trace. The subtraction also removes real roughness of long period. For the exponential roughness used here, fitting the spectrum left by a line or a parabola as though nothing had been removed gives an rms value and a correlation length that are both too small. Averaging more traces does not help.

Take roughness of 2 nm rms and 50 nm correlation length, recorded in traces 2048 nm long. A line fit removes 9.3\% of the variance and about a third of the power in the first Fourier bin. A fit of the undetrended spectrum plus a flat noise floor then returns 1.95 nm and 45.8 nm even with unlimited data. For a silicon wire at 1550 nm, that fitted curve underestimates the part of the spectrum that scatters light into the cladding by 7 to 12\%. The remedy is to fit the measured spectrum to its own expected value, with detrending, finite length, sampling and noise included.

\section{Model and conventions}

A trace has $N$ samples at pitch $d$, at positions $y_j=jd$, and length $L=Nd$:
\begin{equation}
m_j=x_j+a+by_j+e_j .
\end{equation}
Here $a$ and $b$ are unknown placement and tilt, and $e_j$ is white localisation noise of variance $s^2$, independent of the roughness. The roughness $x$ is stationary, Gaussian and of zero mean, with autocovariance $R(u)=\sigma^2e^{-|u|/\xi}$. Its two-sided spectrum is
\begin{equation}
S(f)=\int_{-\infty}^{\infty}R(u)e^{-2\pi ifu}du=\frac{2\sigma^2\xi}{1+q^2},\qquad q=2\pi f\xi ,
\end{equation}
with $\int S\,df=\sigma^2$, so $S$ is in nm$^3$.

Sampling folds frequencies separated by $1/d$ together. With $\rho=e^{-d/\xi}$ and $\omega=2\pi fd$, the sampled spectrum is a pair of geometric series:
\begin{align}
S_d(f)&=d\sigma^2\Big[1+2\,\mathrm{Re}\sum_{m\ge1}(\rho e^{-i\omega})^m\Big]
=d\sigma^2\,\mathrm{Re}\,\frac{1+\rho e^{-i\omega}}{1-\rho e^{-i\omega}}\nonumber\\
&=\frac{d\sigma^2(1-\rho^2)}{1+\rho^2-2\rho\cos\omega}.
\end{align}
The last step multiplies numerator and denominator by $1-\rho e^{i\omega}$ and takes the real part.

At the Nyquist frequency, $\cos\omega=-1$ and $S_d/d=\sigma^2(1-\rho)/(1+\rho)$. This roughness tail lies under the noise, so the high-frequency plateau is not pure noise.

\section{The expected periodogram}

Let the columns of $U$ be orthonormal polynomials up to degree $p$ on the sample points. Least-squares detrending multiplies the trace by $Q=I-UU^T$, which annihilates $a+by_j$ when $p\ge1$. With $(v_k)_j=e^{2\pi ikj/N}/\sqrt N$ and $f_k=k/L$, the periodogram is $P_k=d|v_k^\dagger Qm|^2$. Since $Qm=Q(x+e)$ and the covariance of $x+e$ is $C+s^2I$,
\begin{equation}
\langle P_k\rangle=d\,v_k^\dagger Q(C+s^2I)Qv_k
\equiv\sigma^2A_k(\xi)+s^2d\,g_k .
\label{eq:mean}
\end{equation}
This holds for any degree that removes the actual distortion. Averaging $M$ traces leaves the mean unchanged.

No large matrix is needed. Expanding $Q$ gives
\begin{equation}
v_k^\dagger QCQv_k=v_k^\dagger Cv_k-2\,\mathrm{Re}\,(v_k^\dagger CU)(U^Tv_k)
+(v_k^\dagger U)(U^TCU)(U^Tv_k).
\end{equation}
In the first term, $N-|m|$ pairs have lag $m$. Lags $m$ and $m-N$ have the same Fourier phase, so the term is the discrete Fourier transform of $(1-m/N)c_m+(m/N)c_{N-m}$, where $c_m=R(md)$ and the second part is absent at $m=0$. Products with the Toeplitz matrix $C$ are convolutions. At fixed degree, all bins cost $O(N\log N)$.

\subsection{How much noise to subtract}

For a line fit, the constant is orthogonal to $v_k$ when $k\ne0$. The normalised linear vector is $u_j=(j-\bar j)/\sqrt{N(N^2-1)/12}$. Put $z=e^{-2\pi ik/N}$ and $T=\sum_{j=0}^{N-1}jz^j$. Then
\begin{equation}
(1-z)T=\sum_{j=1}^{N-1}z^j-(N-1)z^N=-1-(N-1)=-N,
\end{equation}
because $z^N=1$. Since $|1-z|=2\sin(\pi k/N)$,
\begin{equation}
\gamma_k\equiv|v_k^\dagger u|^2=\frac1N\,\frac{N^2}{4\sin^2(\pi k/N)}\,\frac{12}{N(N^2-1)}
=\frac{3}{(N^2-1)\sin^2(\pi k/N)},
\end{equation}
and $g_k=1-\gamma_k$. For $k\ll N$, $\gamma_k\simeq3/(\pi^2k^2)$: the first bin keeps 69.6\% of the white noise and the second 92.4\%. A flat floor therefore over-subtracts there.

\subsection{How much roughness is missing}

First consider mean removal alone, which does not affect bins with $k\ne0$. In the limit of fine sampling, put $z=1/\xi+2\pi if_k$ and $\lambda=L/\xi$. The triangular weighting of lags gives
\begin{align}
\langle P_k\rangle&=2\sigma^2\,\mathrm{Re}\int_0^L\Big(1-\frac uL\Big)e^{-zu}du
=2\sigma^2\,\mathrm{Re}\Big[\frac1z-\frac{1-e^{-\lambda}}{Lz^2}\Big],
\end{align}
where $e^{-zL}=e^{-\lambda}$ because $f_kL$ is an integer. With $\mathrm{Re}(1/z)=\xi/(1+q^2)$ and $\mathrm{Re}(1/z^2)=\xi^2(1-q^2)/(1+q^2)^2$,
\begin{equation}
\frac{\langle P_k\rangle}{S(f_k)}=1-\frac{1-e^{-\lambda}}{\lambda}\,\frac{1-q^2}{1+q^2}.
\label{eq:finite}
\end{equation}
The bias is about $-\xi/L$ at low frequency and $+\xi/L$ in the tail, where power leaks from the abrupt ends of the record.

Line removal has a larger effect at low frequency. For fixed $k$ and large $\lambda$, each term of the expanded quadratic form can be divided by $2\sigma^2\xi$. The first is $1-1/\lambda$ by \eqref{eq:finite}. In the cross term, extending the exponential kernel beyond the record gives end corrections proportional to $u(0)+u(L)$, which vanishes for a centred line; the term is $-2\gamma_k$ to this order. The last is $\gamma_k(1-3/\lambda)$, from the $l=1$ case of \eqref{eq:loss} below. Hence
\begin{equation}
\frac{\langle P_k\rangle_{\rm rough}}{S(f_k)}\simeq1-\gamma_k-\frac{1+3\gamma_k}{\lambda}.
\end{equation}
For $k=1$ and $\lambda=40.96$ this is $0.696-0.047=0.649$; the full sampled calculation gives 0.650. The form needs $q\ll1$: at $k=5$, where $q=0.77$, it gives 0.96 against 0.98.

\section{The bias of the rms value}

Let $\phi_l(t)$ be the orthonormal polynomials on $0\le t\le1$. Degree $l$ removes the variance share
\begin{equation}
B_l=2\int_0^1e^{-\lambda w}a_l(w)\,dw,\qquad
a_l(w)=\int_0^{1-w}\phi_l(t)\phi_l(t+w)\,dt .
\end{equation}
For the mean, $a_0=1-w$. For the line, $\phi_1=\sqrt{12}(t-\frac12)$. The shift $r=t-\frac12+\frac w2$ turns the product into $12(r^2-w^2/4)$, with limits $\pm(1-w)/2$:
\begin{equation}
a_1=(1-w)^3-3w^2(1-w)=1-3w+2w^3 .
\end{equation}
The total for a line fit is thus $B=\int_0^1e^{-\lambda w}(4-8w+4w^3)dw$. The polynomial and its first three derivatives are $4,-8,0,24$ at $w=0$ and $0,4,24,24$ at $w=1$. Repeated integration by parts gives
\begin{equation}
B=\frac4\lambda-\frac8{\lambda^2}+\frac{24}{\lambda^4}
-e^{-\lambda}\Big(\frac4{\lambda^2}+\frac{24}{\lambda^3}+\frac{24}{\lambda^4}\Big).
\end{equation}

For any fixed degree, $a_l(0)=1$. Differentiating $a_l$ gives
\begin{equation}
a_l'(0)=-\phi_l(1)^2+\int_0^1\phi_l\phi_l'\,dt=-\tfrac12[\phi_l(1)^2+\phi_l(0)^2]=-(2l+1).
\end{equation}
Two integrations by parts then yield, for large $\lambda$,
\begin{equation}
B_l\simeq\frac2\lambda-\frac{2(2l+1)}{\lambda^2},\qquad
\sum_{l=0}^pB_l\simeq\frac{2(p+1)}\lambda-\frac{2(p+1)^2}{\lambda^2}.
\label{eq:loss}
\end{equation}
Each extra degree costs about $2\xi/L$ of the variance. At fixed trace length, a finer pitch does not recover it.

With divisor $N$, the mean residual variance after a line fit is $\sigma^2(1-B)+s^2(N-2)/N$. The noise term follows because $Q$ has trace $N-2$. Solving for $\sigma^2$ corrects the rms value, but requires $\xi$ and $s$, which come from the spectrum.

\section{Fitting the expected spectrum}

Let $E_k$ be the right side of \eqref{eq:mean} at trial parameters $\theta=(\ln\sigma^2,\ln\xi,\ln s^2)$. Minimise the Whittle function over the bins between zero and Nyquist:
\begin{equation}
W(\theta)=\sum_k\Big[\ln E_k+\frac{P_k}{E_k}\Big].
\end{equation}
Replace $P_k$ by its true mean $E_k^0$ and put $r=E_k^0/E_k$. Each term becomes $\ln E_k^0+r-\ln r$, smallest at $r=1$. The true parameters therefore minimise the expected function, even if the bins are correlated. A fit with $E_k=S_d+ds^2$ lacks this property because that expression is not the mean of detrended data. For finite $M$, the nonlinear estimates retain a small higher-order bias.

With $J_{ka}=\partial\ln E_k/\partial\theta_a$, the stationarity condition is $J^T(P/E-1)=0$, where the division is bin by bin. At the true parameters, the mean derivative of the left side is $-J^TJ$, so Newton's method with this mean derivative takes the step
\begin{equation}
\delta\theta=(J^TJ)^{-1}J^T(P/E-1).
\end{equation}
This is Fisher scoring. The same linearisation gives the parameter covariance
\begin{equation}
\mathrm{Cov}(\theta)\simeq\frac1M(J^TJ)^{-1}J^TKJ(J^TJ)^{-1},\quad
K_{kl}=\frac{d^2(|\langle z_kz_l^*\rangle|^2+|\langle z_kz_l\rangle|^2)}{E_kE_l},
\end{equation}
with $z_k=v_k^\dagger Qm$. The two terms in $K$ are the Gaussian pairings that remain after subtracting the product of means.

A spectrum for plotting is obtained by subtracting the correct noise and restoring the missing roughness:
\begin{equation}
\widehat S_k=(P_k-ds^2g_k)\,\frac{S(f_k)}{\sigma^2A_k(\xi)} .
\end{equation}
At the true parameters its mean is $S(f_k)$. The restoring factor comes from the fitted model: power removed with the trend cannot be recovered from the trace without an assumption about the spectrum.

\section{Example: a silicon wire}

Use $\sigma=2$ nm, $\xi=50$ nm, $s=0.8$ nm, $d=4$ nm and $N=512$. Then $L=2048$ nm, $\lambda=40.96$ and $B=0.0977-0.0048=0.093$. The expected residual variance is $4(1-0.0930)+0.64(510/512)=4.27$ nm$^2$. Three treatments give three rms values:
\begin{itemize}
\item Without noise subtraction, $\sqrt{4.266}=2.07$ nm. Noise and detrending partly cancel, so the near-agreement is accidental.
\item With the true noise removed, $\sqrt{4.266-0.638}=1.90$ nm. Dividing by $\sqrt{1-0.093}$ restores 2.00 nm.
\item Reading the noise from the top tenth of the bins gives $s^2=0.805$ instead of 0.640 nm$^2$, and $\sigma=1.86$ nm. The excess is mainly the roughness tail, whose Nyquist value is $4(1-\rho)/(1+\rho)=0.16$ nm$^2$.
\end{itemize}

\subsection{Which bins matter for loss}

To first order in roughness, a guided wave $e^{i\beta y}$ induces an edge source proportional to $x(y)e^{i\beta y}$. Cladding radiation at angle $\theta$ to the guide selects the Fourier component at
\begin{equation}
f=\frac{n_{\rm eff}-n_{\rm clad}\cos\theta}{\lambda_0}.
\end{equation}
With $n_{\rm eff}=2.4$, $n_{\rm clad}=1.44$ and $\lambda_0=1550$ nm, the band is 0.62 to 2.48 $\mu$m$^{-1}$. Multiplied by $L$, this is bin 1.3 to 5.1. Line removal takes a third of the roughness power in bin 1, just below this band, but only 8\% in bin 2 and 1\% in bin 5. A fitted curve ties the bins together, so the loss in bin 1 also lowers the curve inside the band. Leaving bin 1 out of the simple line fit below roughly halves its error there, to $-6.2$ and $-3.2$\% at the two ends of the band.

Fits to exact expected periodograms, which include the localisation noise but have no statistical scatter, separate the causes. The table uses $S_d$ plus a flat floor, except in the last row. Errors are relative to the true $S$ at the low and high ends of the band.
\begin{center}
\begin{tabular}{lccc}
Removed & $\sigma$ (nm) & $\xi$ (nm) & Error in $S$ (\%)\\
Mean & 2.00 & 48.8 & $-2.2$, $-0.6$\\
Line & 1.95 & 45.8 & $-12.4$, $-7.3$\\
Parabola & 1.90 & 42.9 & $-21.7$, $-13.9$\\
Line, full model & 2.00 & 50.0 & 0.0, 0.0
\end{tabular}
\end{center}
Finite length alone costs little here; removing the line costs much more. The ratio of two spectra of the form $1/(1+q^2)$ is monotonic in $f^2$. With fixed positive angular weights, the radiation loss into the cladding computed from the fitted curve is therefore low by between 7.3 and 12.4\% when a line is removed and ignored. Backscattering into the guided mode samples $2n_{\rm eff}/\lambda_0=3.1$ $\mu$m$^{-1}$, outside this band, and is not included.

\subsection{Finite data}

In 300 simulated experiments of 40 traces each, with random offset and tilt, the full fit had mean logarithmic errors of $-0.1$, $-0.2$ and $-0.1$\% in $\sigma^2$, $\xi$ and $s^2$. The simple fit had $-5.2$, $-8.8$ and $-0.6$\%. For $\xi$, the simple fit's bias is about twice its 4.3\% scatter. The full fit scattered by 3.9, 4.7 and 2.1\%, against predictions of 3.9, 4.9 and 2.1\%; agreement within 20\% was tested.

One experiment gave $\sigma=1.95\pm0.04$ nm and $\xi=47.6\pm2.4$ nm, an ordinary fluctuation. Its first bin contained 253.7 nm$^3$. Subtracting 1.8 nm$^3$ of noise and multiplying by the restoring factor 1.53 gave 386 nm$^3$, against a true 391. A flat floor would have changed the subtraction by less than 1 nm$^3$, so the missing roughness dominates this correction.

The simple error bar $P_k/\sqrt M$, scaled by the same factor, is 61 nm$^3$. It omits parameter uncertainty and is somewhat low in bin 1. The line removes power from the sine component alone, making the two quadratures unequal. In the white limit their variances are $\frac12$ and $\frac12-\gamma_1$, which enlarges the error by $\sqrt{1+[\gamma_1/(1-\gamma_1)]^2}=1.09$; with the covariance of this example, $\sqrt{K_{11}}=1.10$.

\section{Choosing the settings}

\paragraph{Degree.} Use the lowest degree that removes the instrument's distortion, and use the same degree in $E_k$. A line handles placement and tilt. A parabola also removes a quadratic bow. The full model accounts for the further variance loss of about $2\xi/L$, but in the example above the linearised covariance predicts about a tenth more scatter in the fitted $\sigma^2$ and $\xi$.

\paragraph{Length.} To keep the uncorrected variance loss below a small fraction $\epsilon$, choose $L\gtrsim2(p+1)\xi/\epsilon$. For a line, $\xi=50$ nm and $\epsilon=0.05$, this gives 4000 nm; the full formula gives 3900 nm. At 500 nm the loss is 32\%, and the restored rms value depends more strongly on the assumed spectrum than it does at 2048 nm.

\paragraph{Noise.} Fit $s^2$ together with the roughness instead of reading it from the plateau. More independent traces reduce scatter as $1/\sqrt M$ but leave the bias of an incorrect mean spectrum in place.

\paragraph{Checking the model.} Plot $P_k/E_k$. If the model holds, it scatters about one by roughly $1/\sqrt M$; a smooth departure indicates a wrong spectrum, coloured noise or residual distortion. Small departures can hide in the scatter, so a plot that looks flat does not rule these out.

\section{Real edges}

The chosen roughness, noise and indices are rough typical values for etched silicon wires in oxide; smoother processes exist. Real edges need not have an exponential autocovariance, and this is the largest of the departures sized here. If the true spectrum falls as $(1+q^2)^{-1.2}$, with $\sigma$ and the length in $q$ unchanged, the full fit errs by $+24.5$\% at the low end of the scattering band and $-7.3$\% at the high end. A more flexible spectrum can be inserted in \eqref{eq:mean} without changing the treatment of detrending.

Other departures were varied one at a time. A correlation of 0.1 between neighbouring noise samples changes the two band values by $-7.6$ and $-1.1$\%. A bow of 1 nm between centre and ends, left in after line removal, changes them by $+7.9$ and $+4.6$\%. Blur of 2 nm rms along the edge changes them by $+2.3$ and $+0.3$\%, although it lowers the fitted noise from 0.80 to 0.70 nm. A top-down trace also does not resolve how roughness varies with depth; that uncertainty is not included in any of these figures. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input: sigma=2.0 nm, xi=50.0 nm, s=0.8 nm
Trace: pitch=4.0 nm, N=512, L=2048 nm, L/xi=40.96
Traces per experiment=40, experiments=300
Optics: wavelength=1550 nm, n_eff=2.4, n_clad=1.44
Scattering band=0.619 to 2.477 1/um; bins 1.27 to 5.07
Bin spacing=0.488 1/um; white floor=2.560 nm^3
Line-fit variance loss: continuum=9.29 %, sampled=9.30 %
Mean residual variance=4.2657 nm^2; simulated=4.2633 nm^2
Loss at L=500 nm: 32.24 %
Loss at L=1000 nm: 18.01 %
Loss at L=2000 nm: 9.50 %
Loss at L=4000 nm: 4.88 %
Loss at L=8000 nm: 2.47 %
Length for 5 % variance loss=3897 nm
Bin 1: noise gain=0.6960, roughness mean/sampled S: mean removed=0.9767, line removed=0.6504
Bin 2: noise gain=0.9240, roughness mean/sampled S: mean removed=0.9798, line removed=0.8981
Bin 5: noise gain=0.9878, roughness mean/sampled S: mean removed=0.9937, line removed=0.9805
Bin 20: noise gain=0.9992, roughness mean/sampled S: mean removed=1.0198, line removed=1.0188
Bin 200: noise gain=1.0000, roughness mean/sampled S: mean removed=1.0244, line removed=1.0242
Last bin alias ratio S_d/S=2.449
Top-tenth floor: s^2=0.8052 nm^2 (true 0.6400), resulting sigma=1.861 nm
Sigma without noise subtraction=2.065 nm; true noise removed=1.905 nm
Fits to exact mean periodograms:
full model: sigma=2.000 nm, xi=50.00 nm, s=0.800 nm, S error low/high band=+0.0/+0.0 %
sampled S + flat floor, degree 0: sigma=2.000 nm, xi=48.80 nm, s=0.800 nm, S error low/high band=-2.2/-0.6 %
sampled S + flat floor, degree 1: sigma=1.950 nm, xi=45.84 nm, s=0.798 nm, S error low/high band=-12.4/-7.3 %
sampled S + flat floor, degree 2: sigma=1.901 nm, xi=42.94 nm, s=0.795 nm, S error low/high band=-21.7/-13.9 %
continuum S + flat floor, degree 1: sigma=1.947 nm, xi=46.44 nm, s=0.845 nm, S error low/high band=-11.5/-7.2 %
One simulated experiment:
full model: sigma=1.953 nm, xi=47.59 nm, s=0.805 nm, S error low/high band=-9.0/-5.9 %
sampled S + flat floor: sigma=1.902 nm, xi=43.56 nm, s=0.803 nm, S error low/high band=-20.5/-13.3 %
Predicted standard errors: sigma=0.038 nm, xi=2.35 nm, s=0.0086 nm
Bin 1: raw=253.65, noise=1.80, corrected=385.73 +/- 61.43, true=390.80 nm^3
Bin 2: raw=352.49, noise=2.40, corrected=389.18 +/- 61.95, true=365.59 nm^3
Bin 5: raw=221.40, noise=2.56, corrected=223.16 +/- 35.70, true=251.85 nm^3
Bin 20: raw=46.01, noise=2.59, corrected=42.43 +/- 7.11, true=38.42 nm^3
Ensemble, percent errors of sigma^2, xi, s^2 (log mean):
full: bias=[-0.14 -0.17 -0.07], scatter=[3.89 4.7  2.07]
simple: bias=[-5.24 -8.84 -0.6 ], scatter=[3.65 4.28 2.08]
Predicted full-fit scatter=[3.92 4.93 2.14] %
Neglected effects, full-model fit:
beam blur 2 nm rms: sigma=1.997 nm, xi=51.41 nm, s=0.695 nm, S error low/high band=+2.3/+0.3 %
noise neighbour corr 0.1: sigma=2.020 nm, xi=44.99 nm, s=0.737 nm, S error low/high band=-7.6/-1.1 %
image bow 1 nm sag: sigma=2.035 nm, xi=52.29 nm, s=0.802 nm, S error low/high band=+7.9/+4.6 %
Matern exponent 0.7: sigma=2.044 nm, xi=78.10 nm, s=0.741 nm, S error low/high band=+24.5/-7.3 %
\end{verbatim}
